# Does a charged contact cell with uniform background represent semiconductor doping?

## Question

I am computing the contact between a silicide and n-type silicon in a periodic slab cell: a silicon film, then vacuum, then the metal, which touches the next silicon film through the periodic boundary. I want the silicon to have $10^{19}$ donors per cm³. The film is 5 nm thick, so this means $5\times10^{12}$ electrons per cm². In a lateral cell of 0.15 nm² that is 0.0075 electrons, far too few for a real dopant atom.

My plan is to add this fraction of an electron and let the code compensate it with a uniform positive background. The same method serves me well for bulk silicon. Does it give the band bending of a doped contact? If not, can I repair it by choosing a different number of electrons? And is the background inside the metal a problem, given that a metal screens everything?

## Answer

It does not give that band bending. The reason is where the positive charge sits. Real donors are in the silicon, whereas your background also fills the metal and the vacuum. These two regions do different kinds of damage.

### What the code solves

For wavevector $G$ along the cell, Poisson's equation for the total charge reads $\varepsilon_0G^2\phi_G=\rho_G$. At $G=0$ it has a solution only if the average charge $\bar\rho$ vanishes. A code that drops this term solves the equation for $\rho-\bar\rho$ instead of $\rho$. For added electrons, $-\bar\rho$ is a constant positive density: the uniform background.

In bulk silicon this background lies wholly inside the semiconductor, where smeared-out donors would also lie. In a contact cell of length $L=d+v+m$ (film $d$, vacuum $v$, metal $m$), adding $\sigma=N_Dd$ electrons per area gives the density

$$N=\frac{\sigma}{L}=N_D\frac{d}{L}$$

everywhere. Compared with the intended donors, the film lacks a charge density $eN_D(1-d/L)$, and the metal and vacuum each contain a density $eN_Dd/L$ that should not exist. The total error charge is zero, so checking that the cell is neutral does not reveal it.

### The metal: lost charge, but no field

Let $\phi$ be the change of electrostatic potential caused by doping or charging, with the Fermi level fixed at zero. An electron's energy changes by $-e\phi$. If the metal has $g$ states per energy and volume at the Fermi level, its electron density rises by $ge\phi$ for small $\phi$. A background $N$ in the metal is therefore neutralized locally when

$$e\phi=\frac{N}{g}.$$

This is a constant, so it makes no field. As long as film and vacuum hold practically no electrons, the same constant can be added there without creating charge, and the whole potential shifts rigidly. For $N=5\times10^{18}$ cm⁻³ and a rough $g=1.8\times10^{22}$ eV⁻¹cm⁻³, the shift is 0.28 mV.

So you are right about screening. The harm is in the bookkeeping: a share $m/L$ of the compensating charge is spent in the metal, where it does nothing for the silicon.

### The film and the vacuum

I now treat the metal as ideal, with $\phi=0$ at both faces, and the film as depleted: its conduction band stays well above the Fermi level, so the added electrons go to the metal. Charges are averaged over the contact plane. The undoped cell may have fields of its own. In this depleted regime the problem is linear, and $\phi$ simply adds to them. Where the electron density in film or vacuum matters, as in the numerical solution, the vacuum well and the thick film below, I assume that the undoped cell has flat bands and a flat vacuum level. The barrier and the work function are then the same at every depth before $\phi$ is added.

Put $z=0$ at the metal–silicon interface, with the film at $0<z<d$ and the vacuum at $d<z<d+v$. To treat donors and background together, let the fixed positive density be $N_s$ in the film and $N_v$ in the vacuum. Gauss's law, $dD/dz=\rho$, gives

$$D=D_0+eN_sz\quad\text{(film)},$$
$$D=D_0+eN_sd+eN_v(z-d)\quad\text{(vacuum)}.$$

The field is $D/(\varepsilon_0\varepsilon_r)$ in the film and $D/\varepsilon_0$ in the vacuum. Both metal faces have the same potential, so the field integrates to zero between them. After multiplication by $\varepsilon_0$, and with $a=d/\varepsilon_r$,

$$a\left(D_0+\frac{eN_sd}{2}\right)+(D_0+eN_sd)v+\frac{eN_vv^2}{2}=0.$$

Collecting the terms in $D_0$ gives

$$D_0=-\frac{e}{a+v}\left[\frac{N_sda}{2}+N_sdv+\frac{N_vv^2}{2}\right].$$

The minus sign means that the field at the interface points from the film into the metal, where the electrons are.

The potential at the outer film surface is minus the integral of the field across the film:

$$\phi(d)=-\frac{a}{\varepsilon_0}\left(D_0+\frac{eN_sd}{2}\right).$$

When $D_0$ is inserted and the bracket is put over $a+v$, the terms in $N_sda/2$ cancel and half of $N_sdv$ survives. The result is

$$\phi(d)=\frac{e\,av\,(N_sd+N_vv)}{2\varepsilon_0(a+v)}.$$

Confined donors have $N_s=N_D$, $N_v=0$. A uniform background has $N_s=N_v=N$. The ratio of the two surface potentials in the same cell is

$$\frac{\phi_{\rm background}(d)}{\phi_{\rm donors}(d)}=\frac{N(d+v)}{N_Dd}.$$

The curvature of the potential in the film, $-eN_s/(\varepsilon_0\varepsilon_r)$, has the different ratio $N/N_D$.

### Can another number of electrons repair it?

Correct curvature needs $N=N_D$. Correct surface bending needs $N=N_Dd/(d+v)$. These agree only if $v=0$. So for a depleted film with a vacuum region, no electron number gives the right profile.

- With the intended number of electrons, $N=N_Dd/L$, the curvature is too small by the factor $d/L$ and the bending by $(d+v)/L$.
- With the intended density, $N=N_D$, the curvature is right but the bending is too large by $(d+v)/d$.

The case $v=0$ is a film with metal on both sides. There $N=N_D$ does give the right profile, apart from the small rigid shift, but it needs $N_DL$ electrons per area and not $N_Dd$.

The surface potential alone can mislead. Let $v$ grow at fixed $\sigma$, $d$ and $m$. The background result for $\phi(d)$ then tends to $e\sigma a/(2\varepsilon_0)$, the correct value for an isolated doped film. Yet $N$ tends to zero, so the potential in the film becomes a straight ramp instead of a parabola, and $|D_0|$ tends to $e\sigma/2$ instead of $e\sigma$. The end point is right while the interface field is half what it should be.

### Your cell in numbers

Take $d=5$ nm, $v=3$ nm, $m=2$ nm and $\varepsilon_r=11.7$. Then $L=10$ nm and $a=5/11.7=0.427$ nm. The intended density is $N_D=0.01$ nm⁻³, and the background is $N=0.01\times5/10=0.005$ nm⁻³, or $5\times10^{18}$ cm⁻³. With $e/\varepsilon_0=18.1$ V nm, confined donors give

$$\phi(d)=\frac{18.1\times0.427\times3\times0.05}{2\times3.427}\ \text{V}=0.169\ \text{V}.$$

For the background, $N(d+v)=0.04$ nm⁻² replaces $0.05$ nm⁻².

| Positive charge | Surface potential (V) | Interface field (MV/cm) |
|---|---:|---:|
| Donors in film | 0.169 | 0.725 |
| Background, equal count | 0.135 | 0.464 |
| Background, equal density | 0.271 | 0.928 |

With equal count the surface potential is 20% too low and the interface field 36% too low, both relative to confined donors in the same cell. With equal density they are 60% and 28% too high.

I compared these formulas with a numerical solution of the nonlinear Poisson equation, in which electrons may occupy metal, film or vacuum. It covered this cell and one with 4 nm film, 1.5 nm vacuum and 3 nm metal, each with the three charge distributions of the table. With a nearly ideal metal, the largest difference in potential was 0.6 mV. The doped film kept only $5\times10^4$ electrons per cm² out of $5\times10^{12}$, which confirms depletion. For your cell with equal count, a Fourier solution with the $G=0$ term dropped agreed with the explicit background to 0.23 mV, after removal of the arbitrary constant.

### The vacuum level is lost too

Let $u$ be the distance from the back face of the metal into the vacuum. With a uniform background,

$$\phi(u)=\frac{1}{\varepsilon_0}\left(D_Ru-\frac{eNu^2}{2}\right),$$

where $D_R=D_0+eN(d+v)$ is the displacement at that face. Inserting $D_0$ gives

$$D_R=\frac{eN}{a+v}\left[\frac{da}{2}+va+\frac{v^2}{2}\right].$$

The potential is greatest where its slope vanishes, at $u=D_R/(eN)$, and its value there is $D_R^2/(2\varepsilon_0eN)$. This point lies in the vacuum if $u<v$, which reduces to $v^2>da$. In your cell it lies 2.0 nm from the metal, with $\phi=0.181$ V. For electrons this is a well in empty space, and there is no flat region from which to read a work function. A dipole correction can tilt this potential but cannot make it flat, because adding a uniform field does not change a curvature.

More vacuum makes the well deeper. For large $v$ at fixed $\sigma$, $D_R\to e\sigma/2$ and $N\approx\sigma/v$, so the depth grows as $e\sigma v/(8\varepsilon_0)$. With a work function of 4.7 eV, the full formula puts the bottom of the well at the Fermi level when $v=46.8$ nm. In the numerical solution, the vacuum held a share $3\times10^{-9}$ of $\sigma$ at 0.9 times this width and 13% at 1.3 times it. That is a very wide vacuum, but the critical width falls roughly as $1/\sigma$ while the film stays depleted. The zero-point energy in the well, about 18 meV, hardly changes this estimate.

### A thick film is partly an exception

Suppose the film is thick enough to have a neutral interior, with potential $\phi_0$ and electron density $N_s$. Near the interface,

$$\varepsilon_0\varepsilon_r\phi''=-e[N_s-n(\phi)].$$

Multiply by $\phi'$ and integrate from the interface, where $\phi=0$ and the field strength is $F$, to the interior, where $\phi'=0$:

$$\frac{\varepsilon_0\varepsilon_rF^2}{2}=eN_s\phi_0-e\int_0^{\phi_0}n\,d\phi.$$

For a parabolic band, $n=N_cF_{1/2}(\eta)$ with $\eta=(e\phi-\Phi_B)/kT$, where $\Phi_B$ is the barrier, $N_c$ the effective density of states and $F_j$ the normalized Fermi–Dirac integral. Since $d\phi=(kT/e)\,d\eta$ and $dF_{3/2}/d\eta=F_{1/2}$, the last term is $N_ckT\,F_{3/2}(\eta_0)$. Its lower limit is negligible because $\Phi_B\gg kT$.

Nothing in this equation refers to the vacuum. The neutral interior screens it, so a background with $N=N_D$ gives the correct interface field. A background with the correct number of electrons does not.

The outer surface is still wrong. Let its potential be $\phi_s$. In the vacuum at distance $s$ from the film, $\phi=\phi_s-Es-eN_vs^2/(2\varepsilon_0)$, and this must vanish at $s=v$. Hence

$$E=\frac{\phi_s}{v}-\frac{eN_vv}{2\varepsilon_0}.$$

Gauss's law between the neutral interior, where the field is zero, and the surface gives $\varepsilon_0E=-e\,\Delta n$, where $\Delta n$ is the number of excess electrons per area near the surface:

$$\Delta n=\frac{N_vv}{2}-\frac{\varepsilon_0\phi_s}{ev}.$$

The first term is an electron layer drawn to the surface by the background in the vacuum. The second is a depletion caused by the periodic image of the metal, and it is present for confined donors too.

Take 14 nm film, 3 nm vacuum, 3 nm metal, $N_D=10^{20}$ cm⁻³ and $\Phi_B=0.65$ eV at 300 K. Confined donors and the equal-density background both give an interface field of 4.56 MV/cm. The equal-count background has $7\times10^{19}$ cm⁻³ and gives 3.77 MV/cm, 17% less. At its outer surface $\phi_s=0.779$ V, so

$$\Delta n=(10.5-1.4)\times10^{12}\ \text{cm}^{-2}=9.1\times10^{12}\ \text{cm}^{-2}.$$

For equal density it is $1.35\times10^{13}$ cm⁻², and for confined donors $-1.3\times10^{12}$ cm⁻².

The weaker field means a thicker barrier. In the WKB approximation at the Fermi level and normal incidence, the equal-count background lowers the transmission from $8.0\times10^{-3}$ to $2.5\times10^{-3}$ for a mass of 0.19 electron masses. For a mass of 0.92 it falls from $2.4\times10^{-5}$ to $2.0\times10^{-6}$. The metal in the numerical solution is not perfectly ideal, which raises these four values by 2 to 6% and hardly affects the comparison. These are the two rough effective masses of silicon, so the size of the error depends on crystal direction and valley.

### What to do instead

Put the compensating charge in the silicon alone. One way is to raise the nuclear charge of the silicon atoms by a small fraction, so that the extra charge averages to $N_D$, and to add the same number of electrons. The cell is then neutral without a background, and the vacuum is free of fixed charge.

A field from the periodic images remains, and a dipole correction can remove it. With zero field outside the film, $D(d)=0$ and $D_0=-eN_Dd$, so

$$\phi(d)=\frac{eN_Dd^2}{2\varepsilon_0\varepsilon_r}=0.193\ \text{V}$$

for your film. The uncorrected 0.169 V is smaller by the factor $v/(a+v)$. This image error is separate from the background error, and it vanishes as $v$ grows.

### How this compares with a real contact

The barrier and work function are rough values for nickel silicide on n-type silicon. Real silicon does not end after 5 nm. At $10^{19}$ cm⁻³, a simple depletion estimate for thick silicon, $F=\sqrt{2N_D\Phi_B/(\varepsilon_0\varepsilon_r)}$, gives about 1.4 MV/cm, against 0.77 MV/cm for the isolated 5 nm film. Even correctly placed charge therefore leaves the thin film with a little over half the field of a thick contact.

Real donors are also discrete. Their mean spacing at this doping is 4.6 nm, so a patch of that width in your film holds about one donor. If donors are placed at random, the count in such a patch fluctuates by about 100%. The band bending at the outer surface, averaged over such a patch, varies less, because neighbouring donors contribute to it too. Its standard deviation is still roughly 40% of its mean.

Other neglected effects change the absolute numbers. A metal with a screening length of 0.055 nm raises the surface potentials, measured from the Fermi level, to 0.210 V for donors and 0.163 V for equal count, and their ratio moves from 0.80 to 0.78. This rise comes from a drop inside the metal, which lifts the interface itself by 46 and 30 mV. The bending across the film falls slightly, to 0.164 and 0.133 V, a ratio of 0.81. The classical image force would lower the barrier by about 0.09 eV in the first cell. This lowering scales as $\sqrt F$, which gives about 0.24 eV in the second. There, metal screening would also reduce the interface field for confined donors from 4.56 to about 3.7 MV/cm. The field deficit of the equal-count background then shrinks from 17% to 14%. Screening and image force together raise the transmissions for confined donors to about 0.12 and $9\times10^{-3}$, while the factor lost with the equal-count background changes only from 3.1 to 2.9 for the light mass and from 12 to 10 for the heavy mass. The transmissions above therefore serve for comparison and not as predictions. Metal states also reach into the silicon gap, with a density that decays over about 0.3 nm, and the local permittivity used here does not describe that layer. The outer silicon surface is taken to be free of gap states, as for a well passivated film; a bare surface would trap charge and could pin the surface potential. Band-gap narrowing at $10^{20}$ cm⁻³ is also left out. The values of the numerical Poisson solution are in the output below.

## Table of computed values

```
CELL 1: film, vacuum, metal (nm): 5.0 3.0 2.0
Relative permittivity: 11.7
Barrier: 0.65 eV
Work function: 4.7 eV
Temperature: 300 K
Intended donor density: 1e+19 cm^-3
Added electrons, equal count: 5e+12 cm^-2
Uniform background, equal count: 5e+18 cm^-3
Added electrons, equal density: 1e+13 cm^-2
Reduced film thickness a: 0.4274 nm
Formula, confined donors: surface 0.1692 V, interface field 0.7251 MV/cm
Formula, equal count: surface 0.1354 V, interface field 0.4641 MV/cm
Formula, equal density: surface 0.2708 V, interface field 0.9281 MV/cm
Solver surface, donors/count/density: 0.1696 0.1357 0.2713 V
Isolated doped film, surface potential: 0.1933 V
Isolated doped film, interface field: 0.7733 MV/cm
Equal count, maximum potential in vacuum: 0.1807 V
Distance of maximum from metal back face: 1.999 nm
Largest profile error of formula, all cases: 0.61 mV
Fourier versus explicit background, largest error: 0.23 mV
Rigid shift from background in metal: 0.278 mV
Vacuum width at start of spill-over: 46.8 nm
Share of added electrons in vacuum at 0.9 and 1.3 times this width: 2.7e-09 0.131
NEGLECTED EFFECTS, CELL 1
Metal density of states: 1.8e+22 eV^-1 cm^-3
Metal screening length: 0.0554 nm
Surface potential with metal screening, donors/count: 0.2104 0.1631 V
Image-force barrier lowering, confined donors: 0.0945 eV
Gap-state density decay length, light mass: 0.278 nm
Film confinement energy, heavy mass: 16.3 meV
Zero-point energy of vacuum well at spill-over: 17.9 meV
Electrons left in doped film: 4.6e+04 cm^-2
Hole density at interface (gap 1.12 eV, electron band mass): 3.5e+11 cm^-3
Mean donor spacing: 4.64 nm
Added electrons per 0.15 nm^2 of cell area: 0.0075
CELL 2: film, vacuum, metal (nm): 14.0 3.0 3.0
Intended donor density: 1e+20 cm^-3
Uniform background, equal count: 7e+19 cm^-3
Conduction-band effective density: 2.74e+19 cm^-3
donors: field 4.555 MV/cm (first integral 4.565), Fermi level above band edge 65.2 meV
donors: surface 0.703 V, outer excess electrons -1.29e+12 cm^-2
donors: WKB transmission, mass 0.19: 7.96e-03, mass 0.92: 2.41e-05
equal count: field 3.772 MV/cm (first integral 3.780), Fermi level above band edge 46.8 meV
equal count: surface 0.779 V, outer excess electrons 9.06e+12 cm^-2
equal count: WKB transmission, mass 0.19: 2.54e-03, mass 0.92: 1.95e-06
equal density: field 4.555 MV/cm (first integral 4.565), Fermi level above band edge 65.2 meV
equal density: surface 0.826 V, outer excess electrons 1.35e+13 cm^-2
equal density: WKB transmission, mass 0.19: 7.96e-03, mass 0.92: 2.41e-05
```
